# Why phonon assistance weakens the temperature activation of Auger recombination

## What goes wrong with a single activation energy

Suppose that the Auger coefficient of a semiconductor is described by the direct process alone, with its Boltzmann factor, and is then carried from room temperature to low temperature. In the model worked out below, the direct part falls by more than eight orders of magnitude between 300 and 100 K. The total falls by less than a factor of two. For these parameters, a device model built on the direct law would lose nearly all Auger recombination in the cold. The contrast depends on the mass ratio and is much weaker for light electrons, as shown below.

To say that phonons lower the barrier would not be right either. The direct barrier stays where it is. Phonons open a second channel that has no such barrier, and the temperature dependence of the sum is set by the shares of the two channels.

## The model and the quantity to be compared

Two conduction electrons, with wavevectors \(\mathbf k_1,\mathbf k_2\) and mass \(m_c\), meet a hole with wavevector \(\mathbf k_h\) and mass \(m_v\). One electron fills the hole and the other takes up the released energy. The bands are parabolic with gap \(E_g\), energies are counted from the conduction-band edge, and the carriers are nondegenerate, so that Boltzmann statistics hold. The gap and the screening are taken as independent of temperature.

The Coulomb interaction is replaced by a contact interaction with matrix element \(U/V\) in a volume \(V\); \(U\) contains \(e^2\), the screening and the band overlaps, and is taken as constant. The interaction acts between electrons of opposite spin. For densities \(n\) and \(p\) there are \((nV/2)^2\,pV\) triples of an opposite-spin pair and a hole. In each, the spin of the hole decides which electron fills it, so there is one final spin state. The golden rule gives the rate per volume

\[
\frac1V\,\frac{n^2pV^3}{4}\,\frac{2\pi}{\hbar}\frac{U^2}{V^2}F = Cn^2p,\qquad C=\frac{\pi U^2}{2\hbar}F(T).
\]

Here \(F\), in 1/eV, is the thermal average of the spectral weight available to the final electron. All temperature dependence of \(C\) sits in \(F\). Its local activation energy is

\[
E_{\rm app}=-\frac{d\ln F}{d\beta},\qquad \beta=\frac1{k_BT}.
\]

The example uses round parameters: \(E_g=0.8\) eV, \(m_c=0.2\,m_0\), \(m_v=0.4\,m_0\), with \(m_0\) the free-electron mass.

## First contribution: the direct process

**The barrier.** Without a phonon the final electron carries the total wavevector \(\mathbf K=\mathbf k_1+\mathbf k_2+\mathbf k_h\). Let \(M=2m_c+m_v\) and write each wavevector as \(\mathbf k_i=(m_i/M)\mathbf K+\boldsymbol\kappa_i\), where \(\sum_i\boldsymbol\kappa_i=0\). In the kinetic energy the cross term is \(\hbar^2\mathbf K\cdot\sum_i\boldsymbol\kappa_i/M=0\), which leaves

\[
E_{\rm kin}=x+\varepsilon,\qquad x=\frac{\hbar^2K^2}{2M},\qquad
\varepsilon=\sum_i\frac{\hbar^2\kappa_i^2}{2m_i}\ge0 .
\]

The energy available to the final electron is \(E=E_g+x+\varepsilon\). Momentum conservation prescribes the energy \(\hbar^2K^2/2m_c=xM/m_c\). With

\[
a=\frac{m_c}{m_c+m_v},\qquad \frac{M}{m_c}=2+\frac{m_v}{m_c}=1+\frac1a ,
\]

the mismatch between the two is

\[
D=E_g+x+\varepsilon-x\Big(1+\frac1a\Big)=E_g+\varepsilon-\frac xa .
\]

A direct process needs \(D=0\), hence \(x=a(E_g+\varepsilon)\). The carriers must then bring the kinetic energy \(x+\varepsilon=aE_g+(1+a)\varepsilon\), which is smallest at \(\varepsilon=0\):

\[
E_{\rm kin}^{\min}=aE_g .
\]

At this minimum all three carriers move with the same velocity. The barrier exists because a final electron with an energy of order \(E_g\) has a large momentum, which slow carriers don't possess. Here \(a=1/3\), so the barrier is 267 meV and the final electron has \((1+a)E_g=1.07\) eV. A numerical minimization over all nine momentum components returns both values.

**The rate.** The Boltzmann weight \(e^{-\beta(x+\varepsilon)}\) factorizes. Three quadratic coordinates make up \(x\) and six make up \(\varepsilon\), so the normalized distributions are

\[
f_{3/2}(x)=\frac{2}{\sqrt\pi}\beta^{3/2}\sqrt x\,e^{-\beta x},\qquad
f_3(\varepsilon)=\frac{\beta^3\varepsilon^2}{2}e^{-\beta\varepsilon}.
\]

Since \(\delta(D)=a\,\delta\big(x-a(E_g+\varepsilon)\big)\), the direct part is

\[
F_d=\langle\delta(D)\rangle=a\int_0^\infty d\varepsilon\,f_3(\varepsilon)\,f_{3/2}\big(a(E_g+\varepsilon)\big).
\]

The two exponentials combine to \(e^{-\beta aE_g}e^{-(1+a)\beta\varepsilon}\). For \(k_BT\ll E_g\) the root is expanded as \(\sqrt{E_g+\varepsilon}\approx\sqrt{E_g}\,(1+\varepsilon/2E_g)\). The remaining integral is

\[
\int_0^\infty\frac{\beta^3\varepsilon^2}{2}e^{-(1+a)\beta\varepsilon}d\varepsilon=\frac1{(1+a)^3},
\]

and the mean of \(\varepsilon\) under this weight is \(3k_BT/(1+a)\). Therefore

\[
F_d\approx\frac{2a}{\sqrt\pi}\frac{\sqrt{aE_g}}{(1+a)^3}\frac{e^{-aE_g/k_BT}}{(k_BT)^{3/2}}
\left[1+\frac{3k_BT}{2(1+a)E_g}\right].
\]

At 300 K, \(k_BT=25.85\) meV and the exponent is \(266.67/25.85=10.3\). The factors give

\[
F_d\approx0.376\times0.516\times0.422\times241\times3.31\times10^{-5}\times1.036
=6.8\times10^{-4}\ \text{eV}^{-1},
\]

in agreement with the full integral.

To leading order \(\ln F_d=\text{const}+\tfrac32\ln\beta-\beta aE_g\), and so

\[
E_{\rm app}^{d}\approx aE_g-\tfrac32k_BT .
\]

This is 228 meV at 300 K; the full integral gives 229 meV.

**A matrix element that vanishes at threshold.** For electrons of parallel spin and a short-range interaction, the direct and exchange terms cancel up to a remainder proportional to \((\mathbf k_1-\mathbf k_2)\cdot(\mathbf k_1+\mathbf k_2+2\mathbf k_h)\). Near threshold the second vector points along \(\mathbf K\), so the squared matrix element starts as the square of the component of \(\mathbf k_1-\mathbf k_2\) along \(\mathbf K\). This component is one of the six coordinates in \(\varepsilon\), and its energy averages to \(\varepsilon/6\) at fixed \(\varepsilon\). Under the weight above, this supplies one more factor of \(k_BT\). The prefactor becomes \(T^{-1/2}\) and the activation energy \(aE_g-\tfrac12k_BT\). The power of \(T\) has changed; the barrier has not.

## Second contribution: the phonon, its energy and its momentum

Let a phonon of energy \(\hbar\omega<E_g\), here 60 meV and without dispersion, be emitted (upper sign) or absorbed (lower sign). Then

\[
\mathbf k_4=\mathbf K\mp\mathbf q,\qquad \frac{\hbar^2k_4^2}{2m_c}=E_g+E_{\rm kin}\mp\hbar\omega .
\]

The phonon changes both conservation laws, and the two changes can be weighed separately.

Take the energy first, with \(\mathbf q=0\). The derivation of the barrier is unchanged except that \(E_g\) becomes \(E_g\mp\hbar\omega\), so the barrier is \(a(E_g\mp\hbar\omega)\). Emission lowers it by \(a\hbar\omega=20\) meV, from 267 to 247 meV, and absorption raises it by the same amount. A phonon that exchanged energy but no momentum would leave the barrier nearly as it was.

Now let \(\mathbf q\) be free. Three carriers at rest, \(\mathbf K=0\), can recombine by emitting a phonon with

\[
q=\frac{\sqrt{2m_c(E_g-\hbar\omega)}}{\hbar}=1.97\ \text{nm}^{-1}.
\]

No kinetic energy is needed. For comparison, \(\langle x\rangle=\tfrac32k_BT\) gives a root-mean-square total wavevector \(\sqrt{3Mk_BT}/\hbar=0.90\) nm\(^{-1}\) at 300 K, less than half of what is required. The lattice supplies the momentum that the carriers would otherwise have to collect thermally.

## The price: second order in the interactions

**The weight far from resonance.** Let the phonon act on the energetic final electron, with a matrix element \(g/\sqrt V\) independent of \(\mathbf q\), as for a local deformation coupling. The Coulomb step leads to an intermediate electron at \(\mathbf K\), whose energy differs from the available energy by \(D\). The phonon step then leads to \(\mathbf k_4\). With \(N=1/(e^{\beta\hbar\omega}-1)\), the golden rule in second order gives for one triple

\[
\frac{2\pi}{\hbar}\frac{U^2}{V^2}\,\frac{1}{D^2}\,\frac{g^2}{V}\sum_{\mathbf k_4}\sum_\pm\Big(N+\tfrac12\pm\tfrac12\Big)\,
\delta\Big(E\mp\hbar\omega-\frac{\hbar^2k_4^2}{2m_c}\Big).
\]

The sum over \(\mathbf q\) has become a free sum over \(\mathbf k_4\); this is the relaxed momentum conservation. It yields the density of states per volume and spin, \(\rho(E)=(2m_c)^{3/2}\sqrt E/4\pi^2\hbar^3\). Define

\[
\Gamma(E)=2\pi g^2\big[(N+1)\rho(E-\hbar\omega)+N\rho(E+\hbar\omega)\big].
\]

\(\Gamma/\hbar\) is the phonon scattering rate of an electron of energy \(E\). With \(\Gamma_0=2\pi g^2\rho(E_g)\), which is set to 10 meV,

\[
\Gamma(E)=\Gamma_0\left[(N+1)\sqrt{\frac{E-\hbar\omega}{E_g}}+N\sqrt{\frac{E+\hbar\omega}{E_g}}\,\right].
\]

The second-order rate is then \((2\pi/\hbar)(U^2/V^2)\,\Gamma(E)/(2\pi D^2)\). Where the direct process has \(\delta(D)\), the assisted one has \(\Gamma/(2\pi D^2)\).

**The resonance.** This weight diverges at \(D=0\), where the intermediate state is real: a direct Auger event takes place and the hot electron scatters later. That event is already contained in \(F_d\). To avoid counting it twice, let the Coulomb interaction lead into the eigenstates of the coupled electron and phonons. What counts is their overlap with the bare state \(\mathbf K\), that is, the spectral function

\[
A=-\frac1\pi\,{\rm Im}\,\frac{1}{D-\Sigma}.
\]

To second order in \(g\), the imaginary part of \(\Sigma\) is \(-\pi\) times the sum of squared couplings times energy delta functions, which is \(-\Gamma/2\). The real part, an energy shift, is taken as absorbed in the band energies. Then

\[
A=\frac{1}{2\pi}\,\frac{\Gamma}{D^2+\Gamma^2/4},\qquad F=\langle A\rangle .
\]

For \(|D|\gg\Gamma\) this is the second-order weight. For \(\Gamma\to0\) it tends to \(\delta(D)\). The peak is the direct process, and the tail is the assisted one. The assisted part is accordingly defined as

\[
F_{ph}=F-F_d .
\]

Three checks support this reading. Diagonalizing one electron level coupled to a dense set of one-phonon states gives a tail weight within 0.1% of the formula. Sampling the second-order rate over carrier momenta at 100 K reproduces \(F_{ph}=2.56\times10^{-3}\) eV\(^{-1}\). Extrapolating \(F\) to zero coupling at 600 K returns \(F_d\) to about 0.1%. The values are in the numerical output.

## How the assisted channel depends on temperature

**Phonon occupation.** For slow carriers \(D\approx E_g\) and

\[
F_{ph}\approx\frac{\Gamma(E_g)}{2\pi E_g^2}.
\]

At 300 K, \(N=0.109\) and \(\Gamma=10\,(1.109\times0.962+0.109\times1.037)=11.8\) meV, so that \(F_{ph}\approx0.0118/(2\pi\times0.64)=2.9\times10^{-3}\) eV\(^{-1}\). The small factor \(\Gamma/(2\pi E_g)\) is the price of the second-order process. It is a ratio of energies, not a Boltzmann factor.

For \(\hbar\omega\ll E_g\) both square roots are close to one and \(\Gamma\propto2N+1=\coth(y/2)\), where \(y=\beta\hbar\omega\). Then

\[
-\frac{d}{dy}\ln\coth\frac y2=\frac12\left(\coth\frac y2-\tanh\frac y2\right)
=\frac{1}{2\sinh(y/2)\cosh(y/2)}=\frac1{\sinh y}.
\]

The occupation therefore contributes

\[
E_{\rm app}^{\rm occ}=\frac{\hbar\omega}{\sinh(\hbar\omega/k_BT)}\le k_BT ,
\]

where the bound follows from \(\sinh y\ge y\). At 300 K this is 11.9 meV. For \(k_BT\gg\hbar\omega\) the occupation factor \(2N+1\) grows as \(T\). For \(k_BT\ll\hbar\omega\) it becomes constant, because spontaneous emission needs no thermal phonons. Absorption alone would behave differently: \(-d\ln N/d\beta=\hbar\omega(N+1)\), at least the full phonon energy.

**Thermal motion.** The carriers' own motion changes both \(D\) and \(\Gamma\). To first order,

\[
\frac1{D^2}\approx\frac1{E_g^2}\left[1-\frac{2}{E_g}\Big(\varepsilon-\frac xa\Big)\right],\qquad
\langle\varepsilon\rangle=3k_BT,\quad\langle x\rangle=\tfrac32k_BT ,
\]

which adds \((3/a-6)\,k_BT/E_g\). At low temperature emission dominates, and \(\sqrt{E-\hbar\omega}\) contributes the relative change \(\langle x+\varepsilon\rangle/2(E_g-\hbar\omega)=9k_BT/4(E_g-\hbar\omega)\). Together,

\[
F_{ph}\approx\frac{\Gamma(E_g)}{2\pi E_g^2}\left[1+c\,\frac{k_BT}{E_g}\right],\qquad
c=\frac3a-6+\frac94\frac{E_g}{E_g-\hbar\omega}=5.4 .
\]

Because \(-d(k_BT)/d\beta=(k_BT)^2\), the activation energy of the assisted channel is

\[
E_{\rm app}^{ph}\approx\frac{\hbar\omega}{\sinh(\hbar\omega/k_BT)}+c\,\frac{(k_BT)^2}{E_g}.
\]

At 50 K this law gives 0.13 meV and the full average 0.14 meV. At 300 K it gives \(11.9+4.5=16.4\) meV against 22.7 meV, so the first-order expansion is no longer adequate there. It requires \(x\ll aE_g\), hence \(k_BT\ll aE_g\), and \(3/a\) grows as the electrons become lighter. Carriers with \(x\) comparable to \(aE_g\) have a small mismatch \(D\) and a large weight. They are rare, but their number rises steeply with temperature, and this adds to the slope. The bound \(k_BT\) belongs to the occupation factor alone: at 400 K the full value, 38 meV, exceeds \(k_BT=34\) meV. It is still far below the direct 216 meV.

## Weighing the two channels

Differentiating \(\ln(F_d+F_{ph})\) gives a mean weighted by the rates:

\[
E_{\rm app}=\frac{F_dE_{\rm app}^{d}+F_{ph}E_{\rm app}^{ph}}{F_d+F_{ph}} .
\]

The full averages are, with \(F\) in \(10^{-3}\) eV\(^{-1}\):

| \(T\) (K) | \(F_d\) | \(F_{ph}\) | total \(E_{\rm app}\) (meV) |
|---|---|---|---|
| 100 | \(3.8\times10^{-9}\) | 2.56 | 0.7 |
| 200 | 0.0071 | 2.96 | 7.7 |
| 300 | 0.68 | 3.82 | 54 |
| 400 | 5.85 | 5.13 | 133 |
| 500 | 19.9 | 6.55 | 165 |

At 300 K,

\[
E_{\rm app}=\frac{0.676\times228.8+3.821\times22.7}{4.497}\ \text{meV}=(34.4+19.3)\ \text{meV}\approx54\ \text{meV}.
\]

The direct channel carries 15% of the rate but supplies almost two thirds of the activation energy. A measured slope of 54 meV would thus be neither a barrier nor a phonon energy. It is a mean of two very different slopes, and it changes with temperature.

The channels are equal at 390 K. Above this the direct process leads and the total slope approaches the direct one; it reaches about 170 meV at 600 K and then declines, staying well below the barrier. The division into two channels has meaning only for \(k_BT\) well below \(aE_g\): by 2000 K the difference \(F-F_d\) has become negative. The crossover depends on the coupling: \(F_{ph}\propto\Gamma_0\), while \(\ln(F_d/F_{ph})\) changes with \(\beta\) at the rate \(-(E_{\rm app}^d-E_{\rm app}^{ph})\), about \(-178\) meV at 400 K. Doubling \(\Gamma_0\) therefore lowers \(\beta\) at the crossover by about \(\ln2/0.178=3.9\) eV\(^{-1}\), from 29.8 to 25.9 eV\(^{-1}\), which puts it near 450 K.

In the limit of very light electrons, \(a\to0\), the direct barrier itself disappears. Once \(aE_g\) is comparable with \(k_BT\), there is little activation left to weaken. This matters for real direct-gap materials with a gap near 0.8 eV, whose electrons are about five times lighter than in the example. With \(m_c=0.04\,m_0\), \(m_v=0.45\,m_0\), \(\hbar\omega=34\) meV and the same \(\Gamma_0\), the parabolic model gives a barrier of 65 meV and a crossover near 85 K. Between 300 and 100 K the direct part then falls by a factor of 31 and the total by 23, and the direct process still carries 73% of the rate at 100 K.

## Phonons acting on the other carriers

The initial electrons and the hole also couple to phonons, and their amplitudes interfere with the one kept so far. Consider carriers at rest and emission. If an initial electron emits first, it reaches the energy \(E_g-\hbar\omega\) and a phonon is present, so the denominator is \(-(E_g-\hbar\omega)-\hbar\omega=-E_g\). There are two such electrons. If the hole emits first, the denominator is \(-[(m_c/m_v)(E_g-\hbar\omega)+\hbar\omega]\). A hole couples with the opposite sign to a valence electron; let \(r\) be the ratio of valence to conduction coupling. The sum that replaces \(1/D\) is

\[
S=\frac1{E_g}-\frac2{E_g}+\frac{r}{(m_c/m_v)(E_g-\hbar\omega)+\hbar\omega}
=\left(-1.25+2.33\,r\right)\text{eV}^{-1}.
\]

All denominators are finite, so no barrier returns. For \(r=-1\) the sum of the conduction terms and the hole term have the same sign, and at 100 K the rate is 7.9 times that of the final electron's coupling alone. For \(r=+1\) they partly cancel. The ratio of rates at rest is \((1.076/1.25)^2=0.74\), whereas sampling at 100 K gives 0.97. Thermal motion thus raises this rate more than that of the final electron's coupling alone. The activation energies between 100 and 120 K are 0.6 and 3.5 meV, against a direct barrier of 267 meV.

Near \(r=0.54\) the emission amplitude at rest vanishes. The amplitude then generally starts linearly in the carrier momenta, and the thermal average of its square starts in proportion to \(T\). Even this accidental cancellation leaves a power law in place of the factor \(e^{-aE_g/k_BT}\).

## Where the argument needs changes

A temperature-dependent gap alters the direct slope. Differentiating \(\beta aE_g(T)\) with respect to \(\beta\) gives \(a(E_g-T\,dE_g/dT)\) in place of \(aE_g\), so a gap that shrinks on heating raises the direct activation energy. The term \(-\tfrac32k_BT\) found above acts the other way. To leading order, the direct slope therefore exceeds the actual barrier only if the gap shrinks fast enough that \(a\,|dE_g/dT|>\tfrac32k_B\). The slope of the total rate can still lie far below the barrier, because the assisted channel enters the mean.

The constant \(U\) is a simplification as well. Conduction and valence states of the same wavevector are orthogonal, so the band overlap in the Coulomb step vanishes when all three carriers are at rest. For a momentum transfer \(Q=|\mathbf k_1+\mathbf k_h|\) and a screening wavevector \(\lambda\), the squared matrix element of that step goes as \(Q^2/(Q^2+\lambda^2)^2\). If \(\lambda\) is much larger than the thermal \(Q\), which is 0.45 nm\(^{-1}\) at 100 K, this is proportional to \(k_BT\), and the channel in which the final electron couples to the phonon falls on cooling. Nondegenerate carriers screen far more weakly: for a dielectric constant of 12 and \(n=p=10^{16}\) cm\(^{-3}\), \(\lambda\) is 0.06 nm\(^{-1}\) at 100 K. The weight is then close to \(1/Q^2\), and the channel grows on cooling from 100 to 50 K, about as \(T^{-0.4}\) with Debye screening. In either case it is no longer constant in the cold, and its size relative to the direct process changes. The factor \(e^{-aE_g/k_BT}\) does not return.

In a degenerate carrier gas the Boltzmann weights fail, and the Fermi energies supply part of the kinetic energy even in the cold. With the masses used here, the effective density of states of the electrons at 100 K is only \(4.3\times10^{17}\) cm\(^{-3}\). The numbers above hold for densities well below this value; far above it, the direct part falls much less on cooling than the table shows. A polar coupling, which depends on \(q\), changes \(\Gamma\) and the numerical coefficients. Strong nonparabolicity changes the relation between \(E\) and \(K\) at energies near \(E_g\), and with it the barrier \(aE_g\). The absence of a barrier in the assisted channel rests on less: a final state must exist at the energy \(E_g-\hbar\omega\), phonon modes that couple to the carriers must exist at its wavevector, and the summed amplitude must not vanish for all slow carriers.

## Numbers as computed

```
gap Eg = 0.800 eV, mc = 0.20 m0, mv = 0.40 m0
phonon energy = 60.0 meV, G0 = 10.0 meV
mass factor a = 0.3333
direct barrier, formula = 266.67 meV
direct barrier, minimization = 266.67 meV
hot-electron energy at threshold = 1.0667 eV
barrier, phonon energy but no momentum = 246.67 meV
phonon wavevector, carriers at rest = 1.971 1/nm
rms total wavevector at 300 K = 0.902 1/nm
kT at 300 K = 25.85 meV
phonon occupation at 300 K = 0.1089
width Gamma(Eg) at 300 K = 11.79 meV
leading F_ph at 300 K = 2.933e-03 1/eV
hw/sinh(hw/kT) at 300 K = 11.90 meV
thermal coefficient c = 5.432
T (K) | F_direct, F_phonon, F_total (1/eV)
100 | 3.769e-12, 2.557e-03, 2.557e-03
200 | 7.070e-06, 2.955e-03, 2.962e-03
300 | 6.763e-04, 3.821e-03, 4.497e-03
400 | 5.854e-03, 5.125e-03, 1.098e-02
500 | 1.989e-02, 6.546e-03, 2.644e-02
T (K) | activation: direct, phonon, total (meV)
100 | 253.84, 0.74, 0.74
200 | 241.21, 7.18, 7.74
300 | 228.75, 22.67, 53.68
400 | 216.46, 38.49, 133.38
500 | 204.33, 44.39, 164.72
rate-weighted mean activation at 300 K = 53.66 meV
phonon share of rate at 300 K = 0.850
crossover temperature = 390.0 K
direct activation, vanishing element, 100 K = 262.49 meV
direct F at kT = 0.1 eV: integral 0.2034, sampled 0.2008 1/eV
phonon F at 100 K: spectral 2.5566e-03, sampled 2.5564e-03 1/eV
tail weight: diagonalized 5.0980e-05, formula 5.1006e-05
600 K: extrapolated 4.2951e-02, direct 4.2906e-02 1/eV
50 K phonon activation: full 0.1391, law 0.1262 meV
all carriers coupled, hole ratio +1: rate/final-leg rate at 100 K = 0.968
  activation between 100 and 120 K = 3.50 meV
all carriers coupled, hole ratio -1: rate/final-leg rate at 100 K = 7.919
  activation between 100 and 120 K = 0.63 meV
```
